# Damping threshold for hydrogen tunnelling between two equivalent sites

## Problem

A hydrogen atom in a metal can sit on either of two equivalent neighbouring sites, L and R. Only the lowest vibrational state on each site is kept, and the two localized states $|L\rangle$ and $|R\rangle$ are taken as orthonormal. Tunnelling couples them through

$$
H=-\frac{\hbar\Delta}{2}\left(|L\rangle\langle R|+|R\rangle\langle L|\right),\qquad \Delta>0 .
$$

The surroundings make the energy difference between the sites fluctuate rapidly about zero. As a result the site coherence $\rho_{LR}=\langle L|\rho|R\rangle$ decays at a constant rate $\Gamma>0$, while the fluctuations themselves transfer no population.

1. Show that $\hbar\Delta$ is the level splitting, and explain how the fluctuations produce $\Gamma$.
2. Derive a closed equation for the population difference $z=\rho_{LL}-\rho_{RR}$.
3. Find the value of $\Gamma$ above which the motion is overdamped. Solve for $z(t)$ in every regime for an atom that starts on L.
4. Can $z$ change sign in the overdamped regime if the atom starts differently? What becomes of the motion for $\Gamma\gg\Delta$?
5. Repeat the analysis for a coherence that decays between energy eigenstates instead of between sites.
6. Take $\hbar\Delta=0.2$ meV. Describe the motion for case A, $\hbar\Gamma=0.2$ meV at 8 K, and case B, $\hbar\Gamma=0.5$ meV at 20 K. Estimate the effects of a static site-energy difference of 0.1 meV, of noise memory, and of a vibrational excitation at 100 meV.

## Solution

### 1. The splitting and the origin of the decay

Let $|\pm\rangle=(|L\rangle\pm|R\rangle)/\sqrt2$. Since $H|L\rangle=-(\hbar\Delta/2)|R\rangle$ and $H|R\rangle=-(\hbar\Delta/2)|L\rangle$,

$$
H|\pm\rangle=\mp\frac{\hbar\Delta}{2}|\pm\rangle .
$$

The even state lies lower, and the gap is $\hbar\Delta$. The tunnelling matrix element has half this magnitude, a factor that matters when the threshold is expressed through it.

Let the fluctuating site-energy difference be $\hbar\xi(t)$, with mean zero and correlation

$$
\langle\xi(t)\xi(t')\rangle=v^2e^{-|t-t'|/\tau}.
$$

With tunnelling switched off, $\rho_{LR}$ acquires the phase factor $\exp[-i\int_0^t\xi(t')\,dt']$. To second order in the cumulants of the noise, its average is $e^{-Q(t)}$, where

$$
Q(t)=\frac12\int_0^t\!\!\int_0^t\langle\xi(t')\xi(t'')\rangle\,dt'dt''
=v^2\left[\tau t-\tau^2\left(1-e^{-t/\tau}\right)\right].
$$

For $t\gg\tau$ the slope of $Q$ is $v^2\tau$, so $\Gamma=v^2\tau$. The higher cumulants vanish for Gaussian noise; for non-Gaussian noise, such as switching between two values, neglecting them requires $v\tau\ll1$. In either case this condition, equivalent to $\Gamma\tau\ll1$, also ensures that little coherence is lost before the decay becomes exponential. Using the same rate with tunnelling present also requires $\Delta\tau\ll1$, so that the atom hardly tunnels during one correlation time.

With $\sigma_z=|L\rangle\langle L|-|R\rangle\langle R|$, the memoryless equation is

$$
\frac{d\rho}{dt}=-\frac{i}{\hbar}[H,\rho]+\frac{\Gamma}{2}\left(\sigma_z\rho\sigma_z-\rho\right).
$$

The product $\sigma_z\rho\sigma_z$ leaves $\rho_{LL}$ and $\rho_{RR}$ unchanged and reverses the sign of $\rho_{LR}$. The last term therefore contributes nothing to the populations and $(\Gamma/2)(-2\rho_{LR})=-\Gamma\rho_{LR}$ to the coherence. Thus $\Gamma$ is the decay rate of the coherence amplitude, not of its square.

### 2. Equation for the population difference

Write $\rho_{LR}=(x-iy)/2$ with $x$ and $y$ real. Then $\rho_{RL}=(x+iy)/2$. The LL element of the master equation gives

$$
\dot\rho_{LL}=-\frac{i}{\hbar}\left(H_{LR}\rho_{RL}-\rho_{LR}H_{RL}\right)
=\frac{i\Delta}{2}(\rho_{RL}-\rho_{LR})
=-\frac{\Delta}{2}y .
$$

Total probability is conserved, so $\dot\rho_{RR}=+\Delta y/2$. Subtraction gives

$$
\dot z=-\Delta y .
$$

A positive $y$ therefore represents a probability current from L to R. The coherence obeys

$$
\dot\rho_{LR}
=-\frac{i}{\hbar}\left(H_{LR}\rho_{RR}-\rho_{LL}H_{LR}\right)-\Gamma\rho_{LR}
=-\frac{i\Delta}{2}z-\Gamma\rho_{LR}.
$$

Inserting $\rho_{LR}=(x-iy)/2$ and separating real and imaginary parts,

$$
\dot x=-\Gamma x,\qquad \dot y=\Delta z-\Gamma y .
$$

The variable $x$ does not enter the other two equations. Differentiate $\dot z=-\Delta y$, insert $\dot y$, and then replace $\Delta y$ by $-\dot z$:

$$
\ddot z=-\Delta^2z+\Gamma\Delta y=-\Delta^2z-\Gamma\dot z,
$$

$$
\boxed{\ddot z+\Gamma\dot z+\Delta^2z=0.}
$$

This is a damped oscillator. Noise damps the coherence that carries the current, and through it the population motion.

### 3. Threshold and solutions

The trial solution $z=e^{st}$ gives $s^2+\Gamma s+\Delta^2=0$, hence

$$
s_\pm=-\frac{\Gamma}{2}\pm\sqrt{\frac{\Gamma^2}{4}-\Delta^2}.
$$

The roots are complex for $\Gamma<2\Delta$, equal for $\Gamma=2\Delta$, and real, distinct and negative for $\Gamma>2\Delta$. The motion is therefore overdamped when

$$
\boxed{\Gamma>2\Delta.}
$$

In terms of the magnitude $J=\hbar\Delta/2$ of the tunnelling matrix element, this reads $\hbar\Gamma>4J$.

An atom starting on L has $z(0)=1$ and no coherence, so $y(0)=0$ and $\dot z(0)=0$.

**Underdamped motion.** Let $\omega=\sqrt{\Delta^2-\Gamma^2/4}$ and write $z=e^{-\Gamma t/2}(C\cos\omega t+S\sin\omega t)$. The initial conditions give $C=1$ and $-\Gamma/2+\omega S=0$, so

$$
z=e^{-\Gamma t/2}\left(\cos\omega t+\frac{\Gamma}{2\omega}\sin\omega t\right).
$$

In the derivative the cosine terms cancel. The sine terms combine through $\omega^2+\Gamma^2/4=\Delta^2$:

$$
\dot z=-\frac{\Delta^2}{\omega}e^{-\Gamma t/2}\sin\omega t .
$$

The first zero of $z$ satisfies $\tan\omega t=-2\Gamma^{-1}\omega$, and the first minimum is at $\omega t=\pi$. Thus

$$
t_0=\frac{\pi-\arctan(2\omega/\Gamma)}{\omega},\qquad
z(\pi/\omega)=-e^{-\pi\Gamma/(2\omega)} .
$$

As $\Gamma\to0$, $z\to\cos\Delta t$, with full transfer at $t=\pi/\Delta$. As $\Gamma$ approaches $2\Delta$ from below, $\omega\to0$: the first reversal moves to ever later times and its depth vanishes.

**Critical damping.** Taking $\omega\to0$ gives $\sin(\omega t)/\omega\to t$ and $\Gamma/2\to\Delta$. Therefore

$$
z=(1+\Delta t)e^{-\Delta t},\qquad \dot z=-\Delta^2te^{-\Delta t}.
$$

**Overdamped motion.** Put $\omega=i\kappa$, with $\kappa=\sqrt{\Gamma^2/4-\Delta^2}>0$. Then $\cos\omega t=\cosh\kappa t$ and $\sin(\omega t)/\omega=\sinh(\kappa t)/\kappa$, so

$$
z=e^{-\Gamma t/2}\left(\cosh\kappa t+\frac{\Gamma}{2\kappa}\sinh\kappa t\right),
\qquad
\dot z=-\frac{\Delta^2}{\kappa}e^{-\Gamma t/2}\sinh\kappa t .
$$

For $t>0$, every term in $z$ is positive and $\dot z$ is negative. The population difference falls monotonically to zero without changing sign. The same holds at critical damping.

### 4. Other starts and strong damping

Define the slow and fast decay rates

$$
\gamma_s=\frac{\Gamma}{2}-\kappa,\qquad
\gamma_f=\frac{\Gamma}{2}+\kappa,\qquad
\gamma_s\gamma_f=\Delta^2 .
$$

A general overdamped solution is $z=Ae^{-\gamma_st}+Be^{-\gamma_ft}$. If $A\ne0$, a zero requires $e^{2\kappa t}=-B/A$. The left side increases monotonically, so there is at most one solution. If $A=0$ and $B\ne0$, there is none. At critical damping $z$ is a linear function times $e^{-\Delta t}$, and a nonzero solution again has at most one zero.

One crossing can occur if the initial state already carries a current. For $z(0)=z_0>0$ and $y(0)=y_0$, the initial slope is $-\Delta y_0$, and

$$
z=e^{-\Gamma t/2}\left[z_0\cosh\kappa t+
\frac{\Gamma z_0/2-\Delta y_0}{\kappa}\sinh\kappa t\right].
$$

A zero requires $\tanh\kappa t=\kappa z_0/(\Delta y_0-\Gamma z_0/2)$. Because the hyperbolic tangent lies between 0 and 1 for $t>0$, the condition is $\Delta y_0>\gamma_fz_0$. Overdamping thus excludes repeated oscillation, but not a single overshoot from such a start.

For $\Gamma\gg\Delta$, $\gamma_f\to\Gamma$ and

$$
\gamma_s=\frac{\Delta^2}{\gamma_f}\to\frac{\Delta^2}{\Gamma}.
$$

After a few times $1/\Gamma$, the coherence follows the population, $y\simeq\Delta z/\Gamma$. Hence $\dot z\simeq-(\Delta^2/\Gamma)z$. Random hopping at rate $k$ in each direction gives $\dot z=-2kz$, so

$$
k\simeq\frac{\Delta^2}{2\Gamma}.
$$

At fixed $\Delta$, raising $\Gamma$ above threshold increases $\gamma_f$ and reduces $\gamma_s$: more noise slows the transfer. Below threshold the amplitude envelope decays at $\Gamma/2$, which grows with $\Gamma$. The long-time decay is therefore fastest at the threshold, where its exponential rate is $\Delta$.

### 5. Decay between energy eigenstates

Let $\sigma_x=|L\rangle\langle R|+|R\rangle\langle L|$, which is diagonal in the energy basis. The damping term is now $(\Gamma/2)(\sigma_x\rho\sigma_x-\rho)$. The operation $\sigma_x\rho\sigma_x$ exchanges L and R, reversing both $z$ and $y$. Both variables are therefore damped:

$$
\dot z=-\Delta y-\Gamma z,\qquad \dot y=\Delta z-\Gamma y .
$$

With $u=z+iy$, these combine into $\dot u=(i\Delta-\Gamma)u$. A start on L has $u(0)=1$, so

$$
z=e^{-\Gamma t}\cos\Delta t .
$$

This oscillates for every finite $\Gamma$, although the visible amplitude may be tiny. The threshold $2\Delta$ belongs to decay of the coherence between sites; the phrase "coherence decay rate" is incomplete until the basis is named.

### 6. Numbers for the two cases

Dividing 0.2 meV by $\hbar$ gives $\Delta=0.3039$ ps$^{-1}$. The undamped period is $2\pi/\Delta=20.68$ ps. The threshold is

$$
\Gamma=2(0.3039)=0.608\ \mathrm{ps^{-1}},\qquad \hbar\Gamma=0.4\ \mathrm{meV}.
$$

As an independent test, the eigenvalues of the full density-matrix equation were searched for the loss of their imaginary parts between $\Gamma=0.5\Delta$ and $4\Delta$. The transition was found at $\Gamma/\Delta=2.000000$.

**Case A** has $\Gamma=\Delta$ and is underdamped:

$$
\omega=\frac{\sqrt3}{2}\Delta=0.263\ \mathrm{ps^{-1}},\qquad
t_0=\frac{\pi-\pi/3}{\omega}=7.96\ \mathrm{ps}.
$$

The minimum is $z=-e^{-\pi/\sqrt3}=-0.163$, at 11.94 ps. At 10 ps, $z=-0.129$, so the occupation of L is $(1+z)/2=0.435$. At 20 ps it is 0.501, but this near-equality mainly reflects the second zero of $z$, at $t_0+\pi/\omega=19.90$ ps. The loss of amplitude is seen after one full period, at 23.88 ps, where $z=e^{-2\pi/\sqrt3}=0.027$: little of the oscillation survives.

**Case B** has $\Gamma=2.5\Delta$ and is overdamped. Here $\kappa=0.75\Delta=0.228$ ps$^{-1}$, and

$$
\gamma_s=0.5\Delta=0.152\ \mathrm{ps^{-1}},\qquad
\gamma_f=2\Delta=0.608\ \mathrm{ps^{-1}}.
$$

The corresponding times are 6.58 and 1.65 ps. The occupation of L is 0.804 at 5 ps, 0.646 at 10 ps and 0.532 at 20 ps. The strong-damping estimate $\Delta^2/\Gamma=0.122$ ps$^{-1}$ is 20% below the actual slow rate, so this case is overdamped but not yet deep in the hopping limit.

**Noise memory.** Take $\hbar/(k_BT)$ as an estimate of the memory time: 0.955 ps in A and 0.382 ps in B. The effect was sized with noise that switches between $+v$ and $-v$ with this correlation time, keeping $v^2\tau=\Gamma$. In both cases $v\tau=\sqrt{\Gamma\tau}\simeq0.54$, which is not very small. For this two-valued noise the largest change in $z$ over 60 ps is 0.086 in A and 0.030 in B, measured on the scale where $z$ starts at 1. Gaussian noise with the same variance and correlation time gives larger changes, 0.138 in A and 0.101 in B. The size of the memory effect therefore depends on the noise statistics, not only on $\Gamma$ and $\tau$. In A the minimum becomes $-0.125$ for two-valued and $-0.232$ for Gaussian noise, so the sign reversal survives in both. In B, $z$ stays positive over this interval for both kinds of noise. These shifts belong to classical model noise with a generous memory time. For an Ohmic bath such as the conduction electrons, the dephasing becomes exponential over the shorter time $\hbar/(2\pi k_BT)$. With that correlation time the two-valued and Gaussian shifts fall to 0.013 and 0.027 in A and to 0.0045 and 0.019 in B. A weak-coupling Ohmic memory kernel with the same $\Gamma=2\pi Kk_BT/\hbar$, which means a dimensionless coupling $K=0.046$, and with $\Delta$ fixed by the long-time amplitude of the kernel, gives only 0.006 in A and 0.003 in B. For damping by electrons the larger figures therefore overstate the memory effect.

**Static bias.** Let L lie higher by $\varepsilon=0.1$ meV. In the memoryless equation this changes $z$ by at most 0.090 in A and 0.016 in B over 60 ps. It also couples $x$ to $y$, so the symmetric threshold no longer applies. In B a complex pair of rates appears, with imaginary part 0.153 ps$^{-1}$, yet $z$ remains positive over the 60 ps. Complex rates therefore need not produce a visible population reversal.

The memoryless equation drives the two sites towards equal occupation even when they are biased. The thermal state instead has

$$
z_{\rm th}=-\frac{\varepsilon}{E}\tanh\frac{E}{2k_BT},
\qquad E=\sqrt{(\hbar\Delta)^2+\varepsilon^2}.
$$

This follows because the two energy eigenstates have opposite site polarizations $\pm\varepsilon/E$ and a thermal population difference given by the hyperbolic tangent. The result is $-0.072$ in A and $-0.029$ in B. Relaxation to this state would make $z$ cross zero once, even without oscillation. A single sign change in a biased pair is therefore not evidence of coherent tunnelling.

**Vibrational excitation.** The Boltzmann factor for 100 meV is about $10^{-63}$ in A and $6\times10^{-26}$ in B. Thermal occupation of such a level is negligible in both cases.

**Relation to a real metal.** A splitting of roughly 0.2 meV is typical of hydrogen trapped beside an interstitial oxygen atom in niobium. The two damping rates are round model inputs, not measured values or rates derived from the stated temperatures. Conduction electrons contribute to the damping in the real metal, and niobium becomes superconducting below roughly 9 K, which modifies that contribution in the temperature range of case A. Strain from other defects breaks the assumed equivalence of the sites; the shifts above size this for 0.1 meV, and a larger bias needs a new calculation. The motion treated here is local, within one trap. Its rate does not by itself give the rate at which hydrogen crosses a diffusion barrier, which also requires escape from traps and transport between them.

The numerical output lists further values for both cases; its memory results are for two-valued noise only.

## Calculated quantities

```
Splitting hbar*Delta: 0.200 meV
Delta: 0.3039 1/ps
Undamped period: 20.68 ps
Threshold Gamma/Delta from eigenvalues: 2.000000
Threshold Gamma: 0.6077 1/ps
Threshold hbar*Gamma: 0.400 meV
Largest solution error in tests: 5.6e-15
Most crossings, any start, Gamma=2.5 Delta: 1
A: hbar*Gamma 0.200 meV, T 8.0 K
A: Gamma 0.3039 1/ps, ratio 1.000
A: omega 0.2631 1/ps, period 23.88 ps
A: first zero of z 7.96 ps
A: first minimum z -0.1630 at 11.94 ps
A: t 5 ps, z 0.3794, P_L 0.6897
A: t 10 ps, z -0.1293, P_L 0.4354
A: t 20 ps, z 0.0015, P_L 0.5007
A: thermal energy kB*T 0.689 meV
A: memory time hbar/(kB*T) 0.955 ps
A: largest change of z by memory 0.0864
A: minimum z with memory, 0-60 ps -1.25e-01
A: bias 0.10 meV, largest change of z 0.0898
A: minimum z with bias, 0-60 ps -7.32e-02
A: largest imaginary rate with bias 0.2921 1/ps
A: thermal z with bias -0.0719
A: Boltzmann factor at 100 meV 1.0e-63
B: hbar*Gamma 0.500 meV, T 20.0 K
B: Gamma 0.7596 1/ps, ratio 2.500
B: kappa 0.2279 1/ps
B: slow rate 0.1519, fast rate 0.6077 1/ps
B: slow time 6.58, fast time 1.65 ps
B: estimate Delta^2/Gamma 0.1215 1/ps
B: t 5 ps, z 0.6078, P_L 0.8039
B: t 10 ps, z 0.2911, P_L 0.6455
B: t 20 ps, z 0.0639, P_L 0.5319
B: thermal energy kB*T 1.723 meV
B: memory time hbar/(kB*T) 0.382 ps
B: largest change of z by memory 0.0295
B: minimum z with memory, 0-60 ps 2.74e-04
B: bias 0.10 meV, largest change of z 0.0164
B: minimum z with bias, 0-60 ps 2.70e-04
B: largest imaginary rate with bias 0.1529 1/ps
B: thermal z with bias -0.0290
B: Boltzmann factor at 100 meV 6.3e-26
```
